# Exchange Cycles and the Partition-Function Recursion for Ideal Bosons

## Ten atoms in a trap

Ten identical bosonic atoms sit in a harmonic trap. At high temperature they can be treated as labelled particles, with the partition function divided by $10!$. As the trap is cooled this description fails, even if the atoms exert no force on one another, because the many-body state must remain unchanged when two atoms are exchanged.

In the path-integral picture a quantum particle in thermal equilibrium becomes a ring polymer, a closed chain of beads. What does exchange symmetry do to ten such rings? And how can its effect be summed, when there are $10!$ permutations?

The particle number $N$ is fixed, the bosons are spinless, and $\beta=1/(k_BT)$. The Hamiltonian $H$ commutes with every permutation of the particles. Interactions are allowed until stated otherwise.

## The trace over symmetric states

Let $|R\rangle=|r_1,\dots,r_N\rangle$ be the position states of labelled particles, with $\int dR\,|R\rangle\langle R|=1$. For each permutation $P$ define

$$\hat P|R\rangle=|PR\rangle,\qquad (PR)_i=r_{P(i)},\qquad S=\frac1{N!}\sum_P\hat P .$$

The operator $S$ projects onto the symmetric states, for these reasons:

- For fixed $P$, the product $\hat P\hat Q$ runs once through all permutation operators as $Q$ does. Hence $\hat PS=S$, and averaging over $P$ gives $S^2=S$.
- Each $\hat P$ only relabels coordinates, so it is unitary and $\hat P^\dagger=\hat P^{-1}$. The inverses again run through all permutations, so $S^\dagger=S$.
- Since $\hat PS=S$, every state $S|\psi\rangle$ is symmetric. Conversely, a symmetric state satisfies $S|\psi\rangle=|\psi\rangle$.

Because $[S,H]=0$, the operator $e^{-\beta H}$ maps symmetric states to symmetric states. Take the trace in a basis made of symmetric states and states orthogonal to them. The factor $S$ keeps the first group and removes the second, so

$$Z_N=\mathrm{Tr}\left[e^{-\beta H}S\right]=\frac1{N!}\sum_P\int dR\,\langle R|e^{-\beta H}|PR\rangle. \tag{1}$$

The factor $1/N!$ comes from the projector. It is not a separate correction for overcounting.

## How the polymers join

Let $H=T+V(R)$, where $T$ is the kinetic energy of particles of mass $m$ in $d$ dimensions. Divide $\beta$ into $M$ steps $\tau=\beta/M$ and use

$$e^{-\tau H}\approx e^{-\tau V/2}\,e^{-\tau T}\,e^{-\tau V/2}.$$

For a smooth potential the error of one step is of order $\tau^3$. There are $M=\beta/\tau$ steps, so the total error at fixed $\beta$ is of order $\tau^2$.

The kinetic factor for one particle follows from inserting momentum states. With $\Delta=r-r'$,

$$\langle r|e^{-\tau p^2/2m}|r'\rangle=\int\frac{d^dp}{(2\pi\hbar)^d}\,e^{-\tau p^2/2m+ip\cdot\Delta/\hbar}.$$

Completing the square turns the exponent into

$$-\frac{\tau}{2m}\left(p-\frac{im\Delta}{\hbar\tau}\right)^2-\frac{m\Delta^2}{2\hbar^2\tau}.$$

The Gaussian integral over $p$ gives $(2\pi m/\tau)^{d/2}$, and therefore

$$\langle r|e^{-\tau p^2/2m}|r'\rangle=\left(\frac{m}{2\pi\hbar^2\tau}\right)^{d/2}\exp\left[-\frac{m|r-r'|^2}{2\hbar^2\tau}\right].$$

This is the Boltzmann factor of a spring between two beads. Now insert $M-1$ position resolutions of the identity in (1), and let $r_{i,s}$ be the position of particle $i$ on slice $s$:

$$Z_N\approx\frac1{N!}\left(\frac{m}{2\pi\hbar^2\tau}\right)^{dNM/2}\sum_P\int\prod_{s=0}^{M-1}dR_s\;e^{-A_P},$$

$$A_P=\sum_{s=0}^{M-1}\left[\sum_{i=1}^N\frac{m|r_{i,s}-r_{i,s+1}|^2}{2\hbar^2\tau}+\tau V(R_s)\right],\qquad r_{i,M}=r_{P(i),0}. \tag{2}$$

The two end slices contribute $\tfrac12V(R_0)+\tfrac12V(PR_0)$. This equals $V(R_0)$ because $V$ is symmetric, so each slice carries one full $V$.

The permutation enters (2) only through the closing condition. Strand $i$ starts at $r_{i,0}$ and ends where strand $P(i)$ starts. That strand ends where strand $P(P(i))$ starts, and so on. If $i$ belongs to a cycle of length $k$, the chain returns to its start after $k$ strands. **A $k$-cycle is therefore one closed polymer with $kM$ beads.** The argument does not use the form of $V$, so it holds for interacting bosons too.

Exchanging the ends of two strands $i$ and $j$ shows how the cycles change. The new permutation has $P'(i)=P(j)$ and $P'(j)=P(i)$.

- If $i$ and $j$ were in different cycles, the walk from $i$ now passes through the whole of $j$'s cycle, reaches $j$, and continues through $i$'s old cycle. Two rings have become one.
- If they were in the same cycle, the walk from $P(j)$ reaches $i$ before it meets $j$, and there it closes. One ring has become two.

Every permutation is a product of such exchanges, so local reconnections can reach all of them. For real $V$ the weights in (2) are positive, and can serve as probabilities in a Monte Carlo calculation.

## Ideal bosons: one factor for each cycle

Now assume $H=\sum_ih_i$, with the same one-particle Hamiltonian $h$ for each particle. Define

$$\rho(r,r';\beta)=\langle r|e^{-\beta h}|r'\rangle,\qquad z(\beta)=\mathrm{Tr}\,e^{-\beta h},$$

and assume that $z(\beta)$ is finite. A harmonic trap or a finite box ensures this; a free particle in infinite space does not qualify. The matrix element in (1) is then a product,

$$\langle R|e^{-\beta H}|PR\rangle=\prod_{i=1}^N\rho(r_i,r_{P(i)};\beta).$$

Number the particles of one cycle $1,2,\dots,k$ in the order in which $P$ visits them. Their coordinates occur in no other factor, and the resolution of the identity gives

$$\int dr_1\cdots dr_k\,\rho(r_1,r_2;\beta)\cdots\rho(r_k,r_1;\beta)=\mathrm{Tr}\left(e^{-\beta h}\right)^k=z(k\beta).$$

The ring of $k$ particles thus has the weight of one particle at inverse temperature $k\beta$, that is, at temperature $T/k$. If $P$ contains $C_k(P)$ cycles of length $k$,

$$Z_N=\frac1{N!}\sum_P\prod_{k=1}^Nz(k\beta)^{C_k(P)},\qquad\sum_kkC_k=N. \tag{3}$$

For three bosons there are one identity, three pair exchanges and two three-cycles:

$$Z_3=\tfrac16\left[z(\beta)^3+3z(\beta)z(2\beta)+2z(3\beta)\right].$$

Interactions destroy this factorization. The potential couples beads on the same slice, whether they lie in different rings or in different strands of one ring. The rings still exist, but their weights are no longer $z(k\beta)$.

A small lattice shows the difference. Three bosons occupy an open chain of three sites, with site energies $0$, $0.3$ and $0.5$ and hopping $0.7$, in units of $k_BT$. With a repulsion of $1.0\,k_BT$ for each pair on the same site, the symmetrized trace is $5.7177$, both from the permutation sum and from occupation-number states. The ideal-boson result, with the same one-particle Hamiltonian, is $16.7084$. Equation (1) survives the repulsion; equation (3) does not.

## The recursion

Sort the permutations in (3) by the length $k$ of the cycle that contains particle $N$. Starting from $N$, the other $k-1$ members are chosen in order, which can be done in

$$(N-1)(N-2)\cdots(N-k+1)=\frac{(N-1)!}{(N-k)!}$$

ways. Each choice gives a different cycle, with weight $z(k\beta)$. The remaining $N-k$ particles may be permuted freely among themselves, and by (3) their weights add up to $(N-k)!\,Z_{N-k}$. Hence

$$N!\,Z_N=\sum_{k=1}^N\frac{(N-1)!}{(N-k)!}\,z(k\beta)\,(N-k)!\,Z_{N-k}.$$

The factors $(N-k)!$ cancel, and $(N-1)!/N!=1/N$:

$$\boxed{Z_N=\frac1N\sum_{k=1}^Nz(k\beta)\,Z_{N-k},\qquad Z_0=1.} \tag{4}$$

The value $Z_0=1$ is the empty product left when one cycle contains all the particles. A sum over $N!$ permutations has become $N$ short sums of positive terms.

The same result follows from occupation numbers, without permutations. Let $\varepsilon_a$ be the orbital energies. Each orbital may hold $0,1,2,\dots$ bosons, so as a power series in $x$

$$\Xi(x)=\sum_NZ_Nx^N=\prod_a\frac1{1-xe^{-\beta\varepsilon_a}}.$$

Expanding the logarithm gives

$$\ln\Xi=\sum_a\sum_{k\ge1}\frac{x^ke^{-k\beta\varepsilon_a}}k=\sum_{k\ge1}\frac{x^k}kz(k\beta).$$

Apply $x\,d/dx$ to both sides and multiply by $\Xi$:

$$\sum_NNZ_Nx^N=\Xi(x)\sum_{k\ge1}z(k\beta)x^k.$$

The coefficient of $x^N$ is $NZ_N=\sum_kz(k\beta)Z_{N-k}$, which is (4). The exchange cycles and the free filling of orbitals are two ways of organizing the same sum.

## What the terms mean

**Cycle probabilities.** Dividing the $k$-th term of (4) by $Z_N$ gives the probability, under the weights of (3), that a given particle lies in a $k$-cycle:

$$p_k=\frac{z(k\beta)Z_{N-k}}{NZ_N},\qquad\sum_{k=1}^Np_k=1. \tag{5}$$

The mean number of particles in $k$-cycles is $Np_k$, so the mean number of such cycles is $Np_k/k$. The labels belong to the representation; no measurement can tell which atom is number $N$.

**Energy.** To differentiate $Z_N$, group the permutations by cycle type. Write the $N$ labels in a row and cut the row into cycles. Each $k$-cycle can be rotated in $k$ ways, and the $C_k$ cycles of equal length can be reordered in $C_k!$ ways. The number of permutations of a given type is thus $N!/\prod_kk^{C_k}C_k!$, and

$$Z_N=\sum_{\{C_k\}}\prod_k\frac{z(k\beta)^{C_k}}{k^{C_k}C_k!}.$$

Differentiating with respect to $z(k\beta)$ lowers $C_k$ by one and leaves a factor $1/k$, so $\partial Z_N/\partial z(k\beta)=Z_{N-k}/k$. Let $e(\beta')=-d\ln z/d\beta'$ be the mean energy of one particle. The chain rule gives $dz(k\beta)/d\beta=-k\,z(k\beta)\,e(k\beta)$. The two factors of $k$ cancel in

$$E=-\frac{\partial\ln Z_N}{\partial\beta}=\frac1{Z_N}\sum_k\frac{Z_{N-k}}k\,k\,z(k\beta)\,e(k\beta)=N\sum_{k=1}^Np_k\,e(k\beta). \tag{6}$$

Each particle in a $k$-ring contributes the energy of a single particle at temperature $T/k$. Since $de/d\beta'$ is minus the energy variance, $e$ cannot increase with $\beta'$. Ideal bosons therefore have at most the energy of distinguishable particles at the same temperature.

**Lowest orbital.** Let $n_0$ be the occupation of the lowest orbital, of energy $\varepsilon_0$. Removing $k$ bosons from it maps the states with $n_0\ge k$ one-to-one onto all states of $N-k$ bosons, and takes out a factor $e^{-k\beta\varepsilon_0}$. Hence

$$\Pr(n_0\ge k)=e^{-k\beta\varepsilon_0}\frac{Z_{N-k}}{Z_N},\qquad\langle n_0\rangle=\sum_{k=1}^N\Pr(n_0\ge k). \tag{7}$$

The second formula holds because a state with occupation $n_0$ is counted once for each $k\le n_0$. Comparison with (5) gives

$$p_k=\frac{\zeta_k}N\Pr(n_0\ge k),\qquad\zeta_k=\sum_ae^{-k\beta(\varepsilon_a-\varepsilon_0)}. \tag{8}$$

Neither factor increases with $k$, so for ideal bosons a longer cycle length is never more probable than a shorter one. If the lowest orbital is nondegenerate and the excited orbitals together add much less than one to $\zeta_k$, then $\zeta_k\approx1$. A level of $g$ orbitals at a distance $\Delta$ above $\varepsilon_0$ adds $g\,e^{-k\beta\Delta}$, so a large $k\beta\Delta$ is needed, and more so when $g$ is large. In that regime $Np_k\approx\Pr(n_0\ge k)$: the probability of a long cycle gives the probability that at least $k$ bosons occupy the lowest orbital.

## Hot and cold limits

For an isotropic trap of angular frequency $\omega$, set $x=\beta\hbar\omega$. One direction has levels $\hbar\omega(n+\tfrac12)$, and the geometric series gives

$$\sum_{n\ge0}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac1{2\sinh(x/2)}.$$

Three directions give

$$z(k\beta)=\left[2\sinh(kx/2)\right]^{-3}. \tag{9}$$

The mass has cancelled.

When the trap is hot, $x\ll1$, and $z(k\beta)\approx(kx)^{-3}$ as long as $kx\ll1$. Each of the $N(N-1)/2$ pair exchanges has weight $z(2\beta)/z(\beta)^2\approx x^3/8$ relative to the identity. Once $N(N-1)x^3/16\ll1$ the identity dominates (3), and $Z_N\approx z(\beta)^N/N!$. Putting this into (5) gives the leading exchange correction:

$$p_2\approx(N-1)\frac{z(2\beta)}{z(\beta)^2}\approx(N-1)\frac{x^3}8.$$

When the trap is cold, only the lowest orbital contributes. Then $z(k\beta)\approx e^{-k\beta\varepsilon_0}$ and $Z_n\approx e^{-n\beta\varepsilon_0}$. The exponentials cancel in (5), and $p_k\to1/N$ for every $k$. This flat distribution is that of a permutation drawn at random, because $(N-1)!$ permutations place a given particle in a $k$-cycle, whatever $k$ is.

## Ten bosons at 10 nK

Take $N=10$, a trap frequency of $100$ Hz and $T=10$ nK as round model parameters. Then $\hbar\omega=6.626\times10^{-32}$ J and $x=0.4799$. Equation (9) gives $z(\beta)=8.7903$, $z(2\beta)=1.0087$ and $z(3\beta)=0.2597$. The first steps of the recursion are

$$Z_2=\tfrac12\left[8.7903\times8.7903+1.0087\times1\right]=39.14,$$

$$Z_3=\tfrac13\left[8.7903\times39.139+1.0087\times8.7903+0.2597\right]=117.7.$$

Continuing to ten particles gives $Z_9=1408.1$ and $Z_{10}=1405.0$. The probability that a given particle closes on itself is

$$p_1=\frac{8.7903\times1408.1}{10\times1405.0}=0.881.$$

The remaining $0.119$ belongs to exchange cycles, of which pairs make up $0.093$. For the whole system exchange matters more than this suggests. The identity alone would give $z(\beta)^{10}/10!=759.0$, and $759.0/1405.0=0.54$. There is thus a probability of $0.46$ that at least some of the ten paths are joined.

For the energy, (9) gives $e(\beta')=\tfrac32\hbar\omega\coth(\beta'\hbar\omega/2)$. Equation (6) then yields $E=3.966\times10^{-30}$ J, or $E/k_B=287.2$ nK. Distinguishable particles would have $4.221\times10^{-30}$ J, so exchange lowers the energy by $6.1\%$ of that value. The mean occupation of the lowest orbital rises from $0.554$ to $0.837$. This is an enhancement by half, but still less than one atom in ten.

The same trap at other temperatures shows both limits:

| $T$ (nK) | $p_1$ | $p_{10}$ | $\langle n_0\rangle$ |
|---:|---:|---:|---:|
| 50 | 0.9990 | $1.1\times10^{-25}$ | 0.0077 |
| 10 | 0.881 | $5.5\times10^{-8}$ | 0.837 |
| 2 | 0.133 | 0.071 | 9.64 |

At 50 nK, $x=0.0960$, and the hot-limit formula gives $p_2\approx9x^3/8=0.000995$. The calculated total for all exchange cycles, $1-p_1$, is $0.000993$.

At 2 nK the probabilities are approaching the flat value $1/10$ but have not reached it: they fall from $p_1=0.133$ to $p_{10}=0.071$. Here $10x=24$, so $\zeta_{10}$ is very close to one, and (8) gives $\Pr(n_0\ge10)=10\times0.071=0.71$. With this probability all ten bosons are in the lowest orbital.

## The cost of finite time steps

The values above use the exact $z(k\beta)$. A simulation with beads has a time-step error, which can be seen in a single three-cycle in one dimension at the same $x$. The exact weight is $z(3\beta)=0.638002$. With $M=4$ slices per strand the ring has 12 beads and weight $0.638448$; with $M=8$ it has 24 beads and weight $0.638114$. Relative to the exact value the errors are $0.070\%$ and $0.017\%$. Their ratio, calculated before rounding, is $3.997$, close to the factor of four expected from an error of order $\tau^2$.

The joining itself was tested for four particles in this one-dimensional trap with $M=4$. For each of the 24 permutations, the integral over all linked beads agreed with the product of separate ring weights, one for each cycle. The numerical output lists the full set of $z(k\beta)$, $Z_k$ and $p_k$.

## Computed results

```
Lattice: site energies / kBT = [0.  0.3 0.5]  hopping / kBT = 0.7
Lattice: repulsion U / kBT = 1.0, three bosons, three sites
Lattice Z, U on, occupation basis = 5.71769026
Lattice Z, U on, permutation sum  = 5.71769026
Lattice Z, U = 0, occupation basis = 16.70835356
Lattice Z, U = 0, recursion        = 16.70835356
Trap: N = 10, frequency = 100.0 Hz, T = 10.0 nK
hbar*omega = 6.626070e-32 J;  beta*hbar*omega = 0.479924
1D three-cycle, M = 4 per strand (12 beads): 0.63844845
1D three-cycle, M = 8 per strand (24 beads): 0.63811393
1D three-cycle, exact z(3 beta):             0.63800231
Time-step error ratio, M = 4 to M = 8: 3.9968
k, z(k beta), Z_k, p_k for N = 10 (all dimensionless)
 1  8.790264e+00  8.790264e+00  0.880998
 2  1.008684e+00  3.913872e+01  0.092599
 3  2.596969e-01  1.177220e+02  0.019704
 4  9.037527e-02  2.691648e+02  0.005032
 5  3.636970e-02  4.991538e+02  0.001292
 6  1.582883e-02  7.822735e+02  0.000303
 7  7.204212e-03  1.065999e+03  0.000060
 8  3.366546e-03  1.289800e+03  0.000009
 9  1.598350e-03  1.408130e+03  0.000001
10  7.662099e-04  1.404978e+03  0.000000
Sum of p_k = 1.0000000000
Probability of a cycle longer than one = 0.119002
Z_10 built orbital by orbital = 1.404978e+03
z(beta)^N / N! = 7.590254e+02
Energy, bosons = 3.965517e-30 J
Energy / kB, bosons = 287.2212 nK
Energy from finite difference of ln Z = 3.965517e-30 J
Energy, distinguishable = 4.221144e-30 J
Ground-state energy = 9.939105e-31 J
Mean n0, bosons = 0.837157
Mean n0 from its distribution = 0.837157
Mean n0, distinguishable = 0.553803
T in nK, p_1, p_10, mean n0
  2.0  0.133031  7.091592e-02  9.642098
 10.0  0.880998  5.453538e-08  0.837157
 50.0  0.999007  1.077570e-25  0.007712
```
